\section*{Why silicon's electron-phonon interpolation needs dynamical quadrupoles}

\section{The situation}

A mobility calculation needs electron-phonon matrix elements on a very fine mesh of phonon wavevectors $\mathbf q$. They are computed on a coarse mesh, Fourier transformed to lattice vectors, and interpolated. In polar crystals a displaced atom carries a Born charge, whose dipole field makes the coupling diverge as $1/q$; this part is treated analytically. Silicon's Born charges vanish, so nothing diverges. Yet plain interpolation still fails near $\mathbf q=0$, because the next moment of the induced charge, the dynamical quadrupole, leaves a finite coupling whose value depends on the direction of approach.

\section{Which moments survive}

Let $\Delta\rho_{\kappa\alpha}(\mathbf r)$ be the charge density, in units of $e$ and per unit displacement, induced when atom $\kappa$ moves along $\alpha$ with the macroscopic electric field held at zero. With $\mathbf r$ measured from the atom, define
\begin{equation}
Z_{\kappa\alpha}^{\beta}=\int\!\Delta\rho_{\kappa\alpha}\,r_\beta\,d^3r,\qquad
Q_{\kappa\alpha}^{\beta\gamma}=\int\!\Delta\rho_{\kappa\alpha}\,r_\beta r_\gamma\,d^3r .
\end{equation}

Each silicon site has tetrahedral symmetry, so $Z_{\kappa\alpha}^{\beta}=Z_\kappa\delta_{\alpha\beta}$. Inversion about a bond centre exchanges the two atoms and leaves a second-rank tensor unchanged, so $Z_1=Z_2$. A rigid translation of a neutral crystal creates no dipole, so $Z_1+Z_2=0$. Hence both vanish.

The quadrupole has three indices. A half-turn about a cubic axis reverses the other two axes, so a component survives only if $x$, $y$ and $z$ appear an equal number of times modulo two. With three indices, each must appear once. Threefold rotations and the symmetry in $\beta\gamma$ make these components equal. Inversion reverses a third-rank tensor, so
\begin{equation}
Q_{\kappa\alpha}^{\beta\gamma}=\sigma_\kappa Q\,|\epsilon_{\alpha\beta\gamma}|,\qquad \sigma_1=1,\quad\sigma_2=-1 .
\end{equation}
Symmetry removes the dipole but permits the quadrupole.

\section{From quadrupole to discontinuity}

Displace the atoms by $\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$, where $\mathbf R$ labels the cell and $\boldsymbol\tau_\kappa$ the atom in it. The induced charge has a macroscopic component $\rho(\mathbf q)/\Omega$, with $\Omega$ the cell volume. Neutrality removes the zeroth moment, and expanding $e^{-i\mathbf q\cdot\mathbf r}$ gives
\begin{equation}
\rho_{\kappa\alpha}(\mathbf q)=-iq_\beta Z_{\kappa\alpha}^{\beta}
-\tfrac12 q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3),
\end{equation}
with repeated Cartesian indices summed. Poisson's equation with the clamped-ion dielectric constant $\varepsilon$ gives the electrostatic potential $e\rho/(\varepsilon_0\varepsilon\Omega q^2)$. An electron has charge $-e$, so its energy per unit displacement is
\begin{equation}
v_{\kappa\alpha}=-K\frac{\rho_{\kappa\alpha}}{q^2},\qquad K=\frac{e^2}{\varepsilon_0\varepsilon\Omega}.
\end{equation}
Setting $Z=0$, the two minus signs cancel. The two equal terms $\beta\gamma$ and $\gamma\beta$ cancel the factor $\tfrac12$:
\begin{equation}
v_{\kappa\alpha}\to K\sigma_\kappa Q\,s_\alpha,\qquad
\mathbf s=(\hat q_y\hat q_z,\;\hat q_z\hat q_x,\;\hat q_x\hat q_y).
\label{limit}
\end{equation}
The magnitude of $\mathbf q$ has dropped out; its direction has not. The accompanying electric field is of order $q$, so its effect on the microscopic potential does not alter this limit.

In a matrix element, $v$ multiplies the overlap $\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle$ of cell-periodic functions. For nondegenerate bands it tends to one in magnitude for $m=n$ and vanishes linearly in $q$ for $m\ne n$. The jump therefore survives within a band.

At the minimum of one of silicon's conduction valleys it is the leading optical coupling as $\mathbf q\to0$. Take a nondegenerate valley on the $x$ axis, and write its analytic coupling at $\mathbf q=0$ as $\mathbf M\cdot\mathbf w$, with $\mathbf w=\mathbf u_1-\mathbf u_2$. A half-turn about $x$ keeps the sublattices and reverses $w_y,w_z$, so $M_y=M_z=0$. A quarter-turn, with its accompanying fractional translation, exchanges the sublattices and reverses $w_x$, so $M_x=0$. The quadrupole term escapes this argument because the direction of $\mathbf q$ lowers the symmetry. For a carrier off the valley axis, symmetry also allows an analytic coupling, which grows from zero with distance from the axis.

\section{Why a finer coarse mesh is a poor cure}

In real space, the second-order term of $1/|\mathbf R-\mathbf r|$ is $\tfrac12r_\beta r_\gamma(3\hat R_\beta\hat R_\gamma-\delta_{\beta\gamma})/R^3$. Since $Q$ has no trace, the electron energy at distance $R$ is
\begin{equation}
v_{\kappa\alpha}(\mathbf R)=-\frac32\,\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,
\frac{\hat R_\beta Q_{\kappa\alpha}^{\beta\gamma}\hat R_\gamma}{R^3}.
\end{equation}
The number of lattice vectors in a shell grows as $R^2$, so the sum of magnitudes diverges logarithmically. That is how the Fourier series can be discontinuous.

A finite mesh retains finitely many lattice vectors. Its interpolant is a finite sum of plane waves, hence continuous, with one value at $\mathbf q=0$. Refining the mesh shrinks the faulty region without restoring the missing directional limits.

This region matters for carriers. Take an isotropic mass $m=0.3\,m_e$, temperature 300 K and phonon energy $\hbar\omega=60$ meV. A carrier of energy $\tfrac32k_BT=38.8$ meV has $k=\sqrt{2mE}/\hbar=0.553\ \mathrm{nm^{-1}}$; after absorption, at $E'=98.8$ meV, it has $k'=0.882\ \mathrm{nm^{-1}}$. For isotropic angles the cross term in $|\mathbf k'-\mathbf k|^2$ averages to zero, so
\begin{equation}
q_{\rm rms}=\sqrt{0.553^2+0.882^2}=1.04\ \mathrm{nm^{-1}},
\end{equation}
and the largest transfer is $k+k'=1.43\ \mathrm{nm^{-1}}$. An $8^3$ mesh with cubic lattice constant $a=0.543$ nm has spacing $2\pi\sqrt3/(8a)=2.51\ \mathrm{nm^{-1}}$. Every such transfer is shorter than one mesh step from $\mathbf q=0$.

\section{How large: a silicon-like model}

Consider ions of charge $+4$ joined by bond charges $-2$ at the bond midpoints. A bond stretched by $\delta$ loses electronic charge $\beta\delta$, shared equally by its end atoms. Moving an ion by $\mathbf u$ moves its four bond charges by $\mathbf u/2$, giving dipole $4\mathbf u-4\cdot2\cdot\mathbf u/2=0$. Charge transfer adds no dipole, because its source is midway between its destinations.

It does create a quadrupole. For bond directions $\mathbf n_i$ and length $d$, the bond charge changes by $\delta q_i=-\beta\,\mathbf n_i\cdot\mathbf u$ at $d\mathbf n_i/2$, and the neighbour's by $-\delta q_i/2$ at $d\mathbf n_i$. The charge changes on the moving atom cancel because $\sum_i\mathbf n_i=0$; for the same reason the shifts of the four bond charges by $\mathbf u/2$ add nothing to the second moment. The second moment is $\sum_i\delta q_i(d^2/4-d^2/2)\mathbf n_i\mathbf n_i$, and $\sum_i n_{ix}n_{iy}n_{iz}=4/(3\sqrt3)$, so
\begin{equation}
Q=\frac{\beta d^2}{3\sqrt3}.
\end{equation}
With $d=0.2351$ nm and $\beta=65\ e/\mathrm{nm}$, $Q=0.692\ e\,\mathrm{nm}$, or $13.1\ e\,a_0$, where $a_0$ is the Bohr radius. This is roughly the size found in first-principles calculations for silicon. The value of $\beta$ was chosen for that purpose and is not a realistic bond property.

For $\varepsilon=12$ and $\Omega=0.04003\ \mathrm{nm^3}$, $K=37.7\ \mathrm{eV/nm^2}$ and $KQ=26.1$ eV/nm. By Eq.~\eqref{limit}, moving atom 1 along $x$ gives zero for $\mathbf q\parallel[100]$, $8.7$ eV/nm for $[111]$, $+13.0$ eV/nm for $[011]$ and $-13.0$ eV/nm for $[01\bar1]$.

At $\mathbf q\to0$ the three optical modes have $\mathbf e_1=-\mathbf e_2=\hat{\mathbf e}/\sqrt2$. With $\ell=\sqrt{\hbar/2M\omega}=0.00353$ nm for $M=28$ u, each coupling is $\sqrt2KQ\ell\,\hat{\mathbf e}\cdot\mathbf s$. Summing over modes gives $2(KQ\ell)^2|\mathbf s|^2$. Averaging $(\hat q_x^2+\hat q_y^2+\hat q_z^2)^2=1$ with $\langle\hat q_x^4\rangle=1/5$ gives $\langle\hat q_x^2\hat q_y^2\rangle=1/15$. Thus $\langle|\mathbf s|^2\rangle=1/5$ and
\begin{equation}
g_{\rm rms}=\sqrt{\tfrac25}\,KQ\ell=58\ \mathrm{meV}.
\end{equation}

To measure interpolation error, I take one orbital per cell, with four Gaussian density lobes on the bonds around atom 1 (width 0.10 nm), and give the displaced charges a Gaussian width of 0.05 nm. Overlap between orbitals in different cells is neglected. Direct reciprocal-lattice sums supply the coarse-mesh data and the reference. The table gives the squared optical coupling, summed over modes and averaged over 128 directions, divided by its directly summed value at $q=1.04\ \mathrm{nm^{-1}}$.

\begin{center}
\begin{tabular}{ccc}
Mesh & Plain & With quadrupole term\\
$4^3$ & 0.006 & 0.996\\
$6^3$ & 0.024 & 0.996\\
$8^3$ & 0.071 & 0.997
\end{tabular}
\end{center}

Even the $8^3$ mesh loses 93\% of the squared coupling in this model. The plain column takes the shortest periodic image of each lattice vector; choosing images by distance to the displaced atom instead gives 0.003, 0.022 and 0.070. At $q=0.01\ \mathrm{nm^{-1}}$ the plain ratio is below $10^{-6}$ on all three meshes, while the corrected ratio is 1.000.

\section{Acoustic phonons}

In a long acoustic wave both atoms move together, and the two terms in Eq.~\eqref{limit} cancel. A direction-dependent coupling of order $q$ remains. One source is internal strain: shear shifts the sublattices relative to each other. With atom 2 at $(a/4)(1,1,1)$ from atom 1,
\begin{equation}
\mathbf u_1-\mathbf u_2=\zeta\frac a4(\gamma_{yz},\gamma_{zx},\gamma_{xy}),
\end{equation}
where $\gamma$ is engineering shear strain and $\zeta=1$ would preserve bond lengths under pure shear. A longitudinal wave of unit amplitude has $\gamma_{yz}=2iq\hat q_y\hat q_z$, so the relative shift is $2iq\zeta(a/4)\mathbf s$. Opposite half-shifts and opposite quadrupoles give energy $KQ(\mathbf u_1-\mathbf u_2)\cdot\mathbf s$. Dividing by $iq$ gives the energy per unit strain,
\begin{equation}
\Xi_Q=2KQ\,\zeta\frac a4\,|\mathbf s|^2 .
\end{equation}
For a rough $\zeta=0.5$ this is zero along $[100]$, $1.18$ eV along $[111]$, and $0.71$ eV on average.

Octupoles enter at the same order. In this model, put $x_i=\mathbf q\cdot\mathbf n_i d/2$. The charge wave for atom 1 is
\begin{equation}
\rho=-i\mathbf q\cdot\mathbf u\Big(4-\sum_i e^{-ix_i}\Big)
+\sum_i\delta q_i\Big(e^{-ix_i}-\tfrac12e^{-2ix_i}\Big).
\end{equation}
For $\mathbf u=\hat{\mathbf q}$, the first bracket begins with $\tfrac12\sum_ix_i^2=q^2d^2/6$; the cubic part of the second is $-ix_i^3/2$. Both atoms contribute equally, so multiplying by $-2K/q^2$ and dividing by $iq$ gives
\begin{equation}
\Xi_O=-2K\left[\frac{\beta d^3}{16}\sum_i(\mathbf n_i\cdot\hat{\mathbf q})^4-\frac{d^2}{6}\right].
\end{equation}
The sum is $4/9$ along $[100]$ and $28/27$ along $[111]$, giving $-1.07$ and $-3.43$ eV. These values belong to the point-charge model, not to silicon.

At $q=1.04\ \mathrm{nm^{-1}}$ on the $8^3$ mesh, the rms error of the longitudinal coupling per unit strain is 1.13 eV without the quadrupole term and 0.58 eV with it. The first figure depends on how periodic images of the lattice vectors are chosen: it is 0.89 eV if they are chosen by distance to the displaced atom. Subtracting the model's octupole term in the same way as the quadrupole lowers the error to 0.02 eV, so the octupole accounts for nearly all of the remainder.

\section{What it means for mobility}

The optical jump is large as a matrix element but modest as a scattering rate. The density of final states per spin is $D=k'^3/(4\pi^2E')=0.176\ \mathrm{eV^{-1}nm^{-3}}$, from $dE/dk=2E/k$. The phonon occupation is $n=0.109$. Replacing the angular dependence by its mean, the absorption rate is
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,g_{\rm rms}^2\,\Omega D\,n=2.5\times10^{10}\ \mathrm{s^{-1}} .
\end{equation}
Emission is closed because $38.8<60$ meV. At this one energy, the process alone would give $e\tau/m=2.4\times10^5\ \mathrm{cm^2/Vs}$.

Real lightly doped silicon has a room-temperature electron mobility of roughly $1400\ \mathrm{cm^2/Vs}$, over a hundred times lower, so this channel supplies of order one percent of the scattering. Carriers above 60 meV can also emit a phonon; including them raises the share without changing its order. The lattice constant, $\varepsilon$, phonon energy and average mass are near silicon's. The main omissions are acoustic and intervalley scattering, which the one-channel mobility leaves out entirely. Mass anisotropy matters less to the argument: rough masses of $0.2$ and $0.9\,m_e$ change $q_{\rm rms}$ to 0.85 and $1.80\ \mathrm{nm^{-1}}$, still below the $8^3$ spacing. The wavevector dependence of $\varepsilon$ is neglected.

The acoustic correction can matter more. Against a rough deformation potential of 9 eV, the mean $\Xi_Q$ is 8\%. If the two interfere with a fixed relative sign, the acoustic rate changes by about $2\times8\%=16\%$, up or down. This is an order estimate, not a computed mobility shift.

In a static treatment, free carriers remove the jump. Nondegenerate screening then multiplies the potential by $q^2/(q^2+q_D^2)$, with $q_D^2=Ne^2/(\varepsilon_0\varepsilon k_BT)$. At $N=10^{17}\ \mathrm{cm^{-3}}$, $q_D=0.076\ \mathrm{nm^{-1}}$: the factor is 0.995 at $q_{\rm rms}$, but it vanishes as $q\to0$. The static formula assumes that the carriers follow the vibration. At this density their plasma energy, $\hbar\sqrt{Ne^2/(\varepsilon_0\varepsilon m)}$, is only about 6 meV, so as $q\to0$ they cannot follow a 60 meV optical phonon, and its jump is hardly screened.

\section{What to do}

For an undoped nonpolar crystal, compute the quadrupole tensors at zero macroscopic field. For silicon, confirm that they are opposite on the two atoms. On the coarse mesh subtract, with $\mathbf p=\mathbf q+\mathbf G$,
\begin{equation}
g^{L}_{\kappa\alpha}(\mathbf q)=\frac K2\sum_{\mathbf G}
\frac{p_\beta Q_{\kappa\alpha}^{\beta\gamma}p_\gamma}{p^2}\,
e^{-p^2\lambda^2/2}\,e^{-i\mathbf p\cdot\boldsymbol\tau_\kappa},
\end{equation}
omitting $\mathbf p=0$. Interpolate the remainder and add $g^L$ back at each fine $\mathbf q$. The table used $\lambda=0.10$ nm. The last phase belongs to the convention in which displacements carry $e^{i\mathbf q\cdot\mathbf R}$; the mode vector then carries $e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}$.

With several bands, multiply $g^L$ by the band overlaps in the same gauge as the interpolated matrix. For anisotropic screening, replace $\varepsilon p^2$ by $\mathbf p\cdot\boldsymbol\varepsilon\cdot\mathbf p$. Then compare interpolated and directly calculated couplings at small $q$ along several directions, including $[011]$ and $[111]$: along $[100]$ the quadrupole limit vanishes, so the optical coupling there is a poor test. Inspect acoustic modes separately, since a good optical result does not establish their accuracy.
